# The Burstein-Moss Absorption Edge of a Heavily Doped Narrow-Gap Semiconductor: a program that tests the result

```python
# Burstein-Moss shift and its thermal width.
# Claim: for parabolic bands the T=0 absorption edge moves up by
#   (1 + m_e/m_h) E_F,  E_F = hbar^2 (3 pi^2 n)^(2/3) / (2 m_e),
# and at temperature T the ratio of doped to undoped absorption rises from
# 10% to 90% over 2 ln(9) (1 + m_e/m_h) k_B T in photon energy.
# A nonparabolic conduction band, E(1+E/gap) = hbar^2 k^2/(2 m_e), is compared.
# n: electron density; m_e, m_h: electron and hole masses; gap: undoped gap.
# Energies are in eV from the conduction-band minimum; lengths are in m.
# The independent road is an explicit sum over plane waves in a periodic box.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

density = 1e25
electron_mass = 0.025
hole_mass = 0.5
gap = 0.4
temperature = 300.0
kT = const.k * temperature / const.e
free_scale = const.hbar**2 / (2 * const.m_e * const.e)   # eV m^2
mass_ratio = electron_mass / hole_mass

# Derived formulas, parabolic band
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
fermi_energy = free_scale * k_fermi**2 / electron_mass
hole_term = free_scale * k_fermi**2 / hole_mass
shift = (1 + mass_ratio) * fermi_energy


def nonparabolic(parabolic_energy):
    return gap / 2 * (np.sqrt(1 + 4 * parabolic_energy / gap) - 1)


def occupation(energy, mu):
    return expit(-(energy - mu) / kT)


def chemical_potential(band):
    """Solve for mu at fixed density; x is k/k_fermi."""
    def excess(mu):
        value = quad(lambda x: 3 * x**2
                     * occupation(band(fermi_energy * x**2), mu),
                     0, 3, points=[0.8, 1.0, 1.2], limit=200)[0]
        return value - 1
    return brentq(excess, 0.01, 2.0, xtol=1e-12)


mu_parabolic = chemical_potential(lambda energy: energy)
mu_kane = chemical_potential(nonparabolic)
fermi_kane = nonparabolic(fermi_energy)
shift_kane = fermi_kane + hole_term
width = 2 * np.log(9) * (1 + mass_ratio) * kT
stretch_kane = 1 + mass_ratio * (1 + 2 * mu_kane / gap)
width_kane = 2 * np.log(9) * stretch_kane * kT
half_point = gap + (1 + mass_ratio) * mu_parabolic
half_point_kane = gap + mu_kane + mass_ratio * mu_kane * (1 + mu_kane / gap)

# Plane waves of a periodic box holding a fixed number of electrons
electrons = 200000
volume = electrons / density
side = volume ** (1 / 3)
line = np.arange(-40, 41) ** 2
squares = (line[:, None, None] + line[None, :, None] + line).ravel()
squares = np.sort(squares[squares <= 1600])      # complete sphere only
k_squared = (2 * np.pi / side) ** 2 * squares
box_conduction = free_scale * k_squared / electron_mass
box_hole = free_scale * k_squared / hole_mass
filled = electrons // 2                          # two spins per plane wave

# Fermi energy by filling the lowest states
box_fermi = box_conduction[filled - 1]
assert abs(box_fermi / fermi_energy - 1) < 5e-3  # finite-box shell effects

# Lowest unblocked vertical transition, for a heavy and a light hole
for trial_hole_mass in (hole_mass, 0.03):
    transition = box_conduction + free_scale * k_squared / trial_hole_mass
    trial_edge = transition[filled:].min()
    expected = (1 + electron_mass / trial_hole_mass) * fermi_energy
    assert abs(trial_edge / expected - 1) < 5e-3
box_shift = (box_conduction + box_hole)[filled:].min()
box_shift_kane = (nonparabolic(box_conduction) + box_hole)[filled:].min()
assert abs(box_shift_kane / shift_kane - 1) < 5e-3

# Nonparabolic dispersion from diagonalizing the two-band matrix
for fraction in (0.3, 1.0, 1.5):
    coupling = np.sqrt(gap * fermi_energy) * fraction
    levels = np.linalg.eigvalsh([[0.0, coupling], [coupling, -gap]])
    assert abs(levels[1] - nonparabolic(fermi_energy * fraction**2)) < 1e-12

# Low-temperature expansion of the chemical potential
mu_expansion = fermi_energy * (1 - np.pi**2 / 12 * (kT / fermi_energy) ** 2)
assert abs(mu_parabolic / mu_expansion - 1) < 1e-5


def box_absorption_edge(conduction, mu):
    """Photon energies where binned doped/undoped sums are 0.1, 0.5, 0.9."""
    photon = gap + conduction + box_hole
    factor = occupation(-gap - box_hole, mu) - occupation(conduction, mu)
    bins = np.floor(photon / 0.004).astype(int)
    count = np.bincount(bins)
    used = count > 0
    ratio = np.bincount(bins, weights=factor)[used] / count[used]
    centre = np.bincount(bins, weights=photon)[used] / count[used]
    return np.interp([0.1, 0.5, 0.9], ratio, centre)


box_edge = box_absorption_edge(box_conduction, mu_parabolic)
box_edge_kane = box_absorption_edge(nonparabolic(box_conduction), mu_kane)
box_width = box_edge[2] - box_edge[0]
box_width_kane = box_edge_kane[2] - box_edge_kane[0]
assert abs(box_width / width - 1) < 5e-3         # bin interpolation error
assert abs(box_width_kane / width_kane - 1) < 5e-3
assert abs(box_edge[1] - half_point) < 1e-3
assert abs(box_edge_kane[1] - half_point_kane) < 1e-3

# Zone integral over a photon window: box sum against the closed form
reduced_mass = 1 / (1 / electron_mass + 1 / hole_mass)


def closed_form(excess):
    conduction = excess / (1 + mass_ratio)
    valence = -gap - excess * mass_ratio / (1 + mass_ratio)
    joint = (reduced_mass / free_scale) ** 1.5 * np.sqrt(excess)
    joint /= 2 * np.pi**2
    return joint * (occupation(valence, mu_parabolic)
                    - occupation(conduction, mu_parabolic))


box_excess = box_conduction + box_hole
inside = (box_excess > 0.5) & (box_excess < 1.0)
box_factor = (occupation(-gap - box_hole, mu_parabolic)
              - occupation(box_conduction, mu_parabolic))
box_integral = 2 * box_factor[inside].sum() / volume
formula_integral = quad(closed_form, 0.5, 1.0, points=[shift])[0] / density
box_integral /= density
assert abs(box_integral / formula_integral - 1) < 1e-2  # finite-box counting

# Empty fraction of the valence state at the edge must be negligible
valence_empty = expit((-gap - hole_term - mu_parabolic) / kT)
valence_empty_kane = expit((-gap - hole_term - mu_kane) / kT)
assert max(valence_empty, valence_empty_kane) < 1e-10

print("INPUTS")
print(f"electron density n = {density:.3e} m^-3")
print(f"electron mass = {electron_mass:.3f} m0")
print(f"hole mass = {hole_mass:.3f} m0")
print(f"undoped gap = {gap:.3f} eV")
print(f"temperature = {temperature:.1f} K")
print(f"k_B T = {1000 * kT:.3f} meV")
print("PARABOLIC BAND")
print(f"Fermi wavenumber k_F = {k_fermi:.4e} m^-1")
print(f"Fermi energy E_F = {fermi_energy:.4f} eV")
print(f"E_F / gap = {fermi_energy / gap:.3f} (no unit)")
print(f"mass factor 1 + m_e/m_h = {1 + mass_ratio:.4f} (no unit)")
print(f"hole term = {hole_term:.4f} eV")
print(f"edge shift at T=0 = {shift:.4f} eV")
print(f"edge shift at T=0 = {shift * const.e:.4e} J")
print(f"absorption edge at T=0 = {gap + shift:.4f} eV")
print(f"k_B T / E_F = {kT / fermi_energy:.4f} (no unit)")
print(f"chemical potential at T = {mu_parabolic:.4f} eV")
print(f"E_F - mu(T) = {1000 * (fermi_energy - mu_parabolic):.3f} meV")
print(f"half-blocking photon energy = {half_point:.4f} eV")
print(f"2 ln 9 = {2 * np.log(9):.4f} (no unit)")
print(f"10-90% thermal width = {1000 * width:.2f} meV")
print(f"10-90% thermal width = {width * const.e:.4e} J")
print(f"width / shift = {width / shift:.4f} (no unit)")
print(f"empty valence fraction at edge = {valence_empty:.1e} (no unit)")
print("NONPARABOLIC BAND")
print(f"Fermi energy = {fermi_kane:.4f} eV")
print(f"edge shift at T=0 = {shift_kane:.4f} eV")
print(f"absorption edge at T=0 = {gap + shift_kane:.4f} eV")
print(f"parabolic shift / this shift = {shift / shift_kane:.3f} (no unit)")
print(f"chemical potential at T = {mu_kane:.4f} eV")
print(f"half-blocking photon energy = {half_point_kane:.4f} eV")
print(f"width stretch factor = {stretch_kane:.4f} (no unit)")
print(f"10-90% thermal width = {1000 * width_kane:.2f} meV")
print(f"empty valence fraction at edge = {valence_empty_kane:.1e} (no unit)")
print("CHECKS BY SUMMING BOX STATES")
print(f"electrons in box = {electrons:d}")
print(f"box Fermi energy, parabolic = {box_fermi:.4f} eV")
print(f"box edge shift, parabolic = {box_shift:.4f} eV")
print(f"box edge shift, nonparabolic = {box_shift_kane:.4f} eV")
print(f"box 10-90% width, parabolic = {1000 * box_width:.2f} meV")
print(f"box 10-90% width, nonparabolic = {1000 * box_width_kane:.2f} meV")
print(f"window integral / n, box sum = {box_integral:.4f} (no unit)")
print(f"window integral / n, formula = {formula_integral:.4f} (no unit)")
print("tests ok")
```

Printed output:

```
INPUTS
electron density n = 1.000e+25 m^-3
electron mass = 0.025 m0
hole mass = 0.500 m0
undoped gap = 0.400 eV
temperature = 300.0 K
k_B T = 25.852 meV
PARABOLIC BAND
Fermi wavenumber k_F = 6.6651e+08 m^-1
Fermi energy E_F = 0.6770 eV
E_F / gap = 1.693 (no unit)
mass factor 1 + m_e/m_h = 1.0500 (no unit)
hole term = 0.0339 eV
edge shift at T=0 = 0.7109 eV
edge shift at T=0 = 1.1389e-19 J
absorption edge at T=0 = 1.1109 eV
k_B T / E_F = 0.0382 (no unit)
chemical potential at T = 0.6762 eV
E_F - mu(T) = 0.814 meV
half-blocking photon energy = 1.1100 eV
2 ln 9 = 4.3944 (no unit)
10-90% thermal width = 119.29 meV
10-90% thermal width = 1.9112e-20 J
width / shift = 0.1678 (no unit)
empty valence fraction at edge = 2.2e-19 (no unit)
NONPARABOLIC BAND
Fermi energy = 0.3575 eV
edge shift at T=0 = 0.3913 eV
absorption edge at T=0 = 0.7913 eV
parabolic shift / this shift = 1.816 (no unit)
chemical potential at T = 0.3533 eV
half-blocking photon energy = 0.7865 eV
width stretch factor = 1.1383 (no unit)
10-90% thermal width = 129.32 meV
empty valence fraction at edge = 6.0e-14 (no unit)
CHECKS BY SUMMING BOX STATES
electrons in box = 200000
box Fermi energy, parabolic = 0.6769 eV
box edge shift, parabolic = 0.7108 eV
box edge shift, nonparabolic = 0.3913 eV
box 10-90% width, parabolic = 119.40 meV
box 10-90% width, nonparabolic = 129.41 meV
window integral / n, box sum = 0.6704 (no unit)
window integral / n, formula = 0.6685 (no unit)
tests ok
```
